# Cluster attachment and the fifth-power law of graphene growth: a program that tests the result

```python
"""Growth of two-dimensional carbon by attachment of five-atom clusters.

Result under test: v = B (theta^5 - theta_eq^5), which becomes a pure fifth
power only for theta >> theta_eq.
theta    : adatoms per metal site beside the edge
theta_eq : theta in equilibrium with the two-dimensional carbon
K_i      : g_i exp(-E_i/kT), equilibrium constant of an i-atom cluster
E_i      : cluster energy relative to i separate adatoms
B        : 5 k_attach K_5 / (edge-site spacing * carbon areal density)
All energies are in eV, lengths in nm, times in s.
The material parameters are rough model inputs, not computed data.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import gammaln

KB = constants.k / constants.e
TEMP = 1000.0
THETA = 0.020
NU = 1.0e13
E_HOP = 0.70
E_ATTACH = 1.30
E_SOLID = -0.38                       # per atom, relative to an adatom
LADDER = (0.30, 0.10, -0.30, -0.50)   # clusters of 2, 3, 4, 5 atoms
DEGENERACY = np.array([1.0, 3.0, 3.0, 3.0, 3.0])
ENCOUNTER = np.array([3.0, 6.0, 6.0, 6.0])
A_METAL = 0.271
A_GRAPHENE = 0.246
SITE_AREA = np.sqrt(3) / 2 * A_METAL**2
RHO = 4 / (np.sqrt(3) * A_GRAPHENE**2)
SIZES = np.arange(1, 6)


def equilibrium_constants(temp=TEMP, ladder=LADDER):
    return DEGENERACY * np.exp(-np.array([0.0, *ladder]) / (KB * temp))


def chain(theta, temp=TEMP, ladder=LADDER, e_attach=E_ATTACH,
          e_solid=E_SOLID):
    """Steady raw rate equations; returns net cluster flux and coverages."""
    kt = KB * temp
    energy = np.array([0.0, *ladder])
    hop = NU * np.exp(-E_HOP / kt)
    up = ENCOUNTER * hop * theta
    down = (ENCOUNTER * NU * DEGENERACY[:-1] / DEGENERACY[1:]
            * np.exp(-(E_HOP + energy[:-1] - energy[1:]) / kt))
    take = NU * np.exp(-e_attach / kt)
    emit = DEGENERACY[4] * NU * np.exp(
        -(e_attach + energy[4] - 5 * e_solid) / kt)
    matrix = np.zeros((4, 4))
    source = np.zeros(4)
    source[0] = -up[0] * theta
    source[3] -= emit
    for j in range(4):
        matrix[j, j] -= down[j]
        if j < 3:
            matrix[j, j] -= up[j + 1]
            matrix[j, j + 1] += down[j + 1]
            matrix[j + 1, j] += up[j + 1]
    matrix[3, 3] -= take
    clusters = np.linalg.solve(matrix, source)
    return take * clusters[3] - emit, clusters


def order(function, x, h=1e-4):
    """Logarithmic derivative by central difference."""
    return (np.log(function(x * np.exp(h)))
            - np.log(function(x * np.exp(-h)))) / (2 * h)


def law_speed(theta, temp=TEMP):
    kt = KB * temp
    prefactor = (5 * NU * np.exp(-E_ATTACH / kt)
                 * equilibrium_constants(temp)[4] / (A_METAL * RHO))
    return prefactor * (theta**5 - np.exp(5 * E_SOLID / kt))


def canonical_means(sites, atoms, constant):
    """Explicit sum over the number of one-site five-atom clusters."""
    k = np.arange(atoms // 5 + 1)
    single = atoms - 5 * k
    logw = (k * np.log(constant) - gammaln(single + 1) - gammaln(k + 1)
            - gammaln(sites - single - k + 1))
    weight = np.exp(logw - logw.max())
    weight /= weight.sum()
    return weight @ single / sites, weight @ k / sites


kt0 = KB * TEMP
K = equilibrium_constants()
theta_eq = np.exp(E_SOLID / kt0)
ratio5 = (theta_eq / THETA)**5

# Mass action, including site exclusion, against explicit counting.
c1, c5 = canonical_means(1_000_000, 20_000, K[4])
mass_action = K[4] * c1**5 / (1 - c1 - c5)**4
assert abs(c5 / mass_action - 1) < 2e-3   # finite number of adatoms

# Order against total carbon when clusters are not rare.
big_k, big_m, big_n = 4e10, 100_000_000, 100_000
d1, d5 = canonical_means(big_m, big_n, big_k)
lo = canonical_means(big_m, big_n - 500, big_k)[1]
hi = canonical_means(big_m, big_n + 500, big_k)[1]
counted_order = np.log(hi / lo) / np.log((big_n + 500) / (big_n - 500))
crowded_order = 5 * (d1 + 5 * d5) / (d1 + 25 * d5)
assert abs(counted_order / crowded_order - 1) < 0.01  # residual exclusion

# The same relation with all cluster sizes present.
coverages = K * THETA**SIZES
total_order = 5 * (SIZES @ coverages) / (SIZES**2 @ coverages)
numerical_total_order = 5 / order(
    lambda x: SIZES @ (K * x**SIZES), THETA)
assert abs(total_order - numerical_total_order) < 1e-5

# Zero growth, found from raw rates, lies at the equilibrium coverage.
zero = brentq(lambda x: chain(x)[0], 0.005, 0.03, xtol=1e-14)
assert abs(zero / theta_eq - 1) < 1e-6

# Series-resistance formula against the linear solution.
flux, populations = chain(THETA)
hop0 = NU * np.exp(-E_HOP / kt0)
take0 = NU * np.exp(-E_ATTACH / kt0)
resistance = (np.sum(1 / (ENCOUNTER * hop0 * K[:-1]
                          * THETA**SIZES[1:]))
              + 1 / (take0 * K[4] * THETA**5))
assert abs(flux * resistance / (1 - ratio5) - 1) < 1e-7

# Growth law in the example; the small deficit is incomplete equilibrium.
v_chain = 5 * flux / (A_METAL * RHO)
v_law = law_speed(THETA)
deficit = 1 - v_chain / v_law
assert 0 < deficit < 0.02

# Local order and activation energy when attachment is truly slow.
local_order = 5 / (1 - ratio5)
slow_order = order(lambda x: chain(x, e_attach=2.0)[0], THETA)
assert abs(slow_order - local_order) < 2e-3
forward_order = order(
    lambda x: chain(x, e_attach=2.0, e_solid=-3.0)[0], THETA)
assert abs(forward_order - 5) < 1e-3
beta, db = 1 / kt0, 1e-3
rates = [chain(THETA, temp=1 / (KB * b), e_attach=2.0, e_solid=-3.0)[0]
         for b in (beta - db, beta + db)]
activation = np.log(rates[0] / rates[1]) / (2 * db)
assert abs(activation - (2.0 + LADDER[3])) < 1e-3

# Other bottlenecks: trimer formation, then formation of five from four.
trimer_ladder = (0.3, -0.6, -1.2, -1.8)
trimer_order = order(lambda x: chain(
    x, ladder=trimer_ladder, e_attach=0.3, e_solid=-3.0)[0], THETA)
assert abs(trimer_order - 3) < 0.03
late_ladder = (0.1, 0.2, 0.6, -1.0)
late_order = order(lambda x: chain(
    x, ladder=late_ladder, e_attach=0.3, e_solid=-3.0)[0], THETA)
late_pop = chain(THETA, ladder=late_ladder, e_attach=0.3,
                 e_solid=-3.0)[1][3]
late_saturation = late_pop / (
    equilibrium_constants(ladder=late_ladder)[4] * THETA**5)
assert abs(late_order - 5) < 0.01 and late_saturation < 0.01

# Diffusive supply over a distance; six hop directions give D = 3 a^2 k/2.
diffusion = 1.5 * A_METAL**2 * hop0
B = 5 * take0 * K[4] / (A_METAL * RHO)


def edge_coverage(theta, distance, eq):
    return brentq(lambda e: diffusion * (theta - e) / (SITE_AREA * distance)
                  - RHO * B * (e**5 - eq**5), eq, theta, xtol=1e-15)


far = 1.0e6
edge_far = edge_coverage(THETA, far, 0.0)
diffusive_order = order(lambda x: edge_coverage(x, far, 0.0)**5, THETA)
formula_order = 5 * THETA / (edge_far + 5 * (THETA - edge_far))
assert abs(diffusive_order - formula_order) < 1e-3
very_far_order = order(lambda x: edge_coverage(x, 1e12, 0.0)**5, THETA)
assert abs(very_far_order - 1) < 0.05
edge_near = edge_coverage(THETA, 1000.0, theta_eq)
drop = 1 - edge_near / THETA
diffusion_loss = 1 - law_speed(edge_near) / v_law

# Edge energy with a moire period of six cluster additions.
MOIRE_STEPS = 6
MOIRE_AMPLITUDE = 0.10


def moire_rates(supersaturation):
    energy = (MOIRE_AMPLITUDE / kt0
              * np.cos(2 * np.pi * np.arange(MOIRE_STEPS) / MOIRE_STEPS))
    rise = np.roll(energy, -1) - energy
    return supersaturation**5 * np.exp(-rise / 2), np.exp(rise / 2)


def moire_speed(supersaturation):
    """Stationary master equation; a flat edge would give S^5 - 1."""
    forward, back = moire_rates(supersaturation)
    w = np.zeros((MOIRE_STEPS, MOIRE_STEPS))
    for s in range(MOIRE_STEPS):
        t = (s + 1) % MOIRE_STEPS
        w[t, s] += forward[s]
        w[s, s] -= forward[s]
        w[s, t] += back[s]
        w[t, t] -= back[s]
    w[-1] = 1.0
    rhs = np.zeros(MOIRE_STEPS)
    rhs[-1] = 1.0
    p = np.linalg.solve(w, rhs)
    return MOIRE_STEPS * (forward[0] * p[0] - back[0] * p[1])


assert abs(moire_speed(1.0)) < 1e-10
harmonic = MOIRE_STEPS / np.sum(1 / moire_rates(30.0)[0])
assert abs(moire_speed(30.0) / harmonic - 1) < 1e-5
assert abs(order(moire_speed, 30.0) - 5) < 1e-3
S = THETA / theta_eq
moire_ratio = moire_speed(S) / (S**5 - 1)
moire_order = order(moire_speed, S)

# Apparent exponent of a pure power law fitted to a limited range.
fit_x = theta_eq * np.geomspace(1.3, 2.5, 25)
fit_v = [chain(x)[0] for x in fit_x]
fitted_order = np.polyfit(np.log(fit_x), np.log(fit_v), 1)[0]

# Barrier at which single-atom attachment would supply a given fraction.
single_equal = kt0 * np.log(NU * (THETA - theta_eq) / (5 * flux))
single_percent = single_equal + kt0 * np.log(100)

print(f"temperature: {TEMP:.0f} K;  kT: {kt0:.5f} eV")
print(f"metal site spacing (rough): {A_METAL:.3f} nm")
print(f"graphene lattice constant (rough): {A_GRAPHENE:.3f} nm")
print(f"area per metal site: {SITE_AREA:.4f} nm^2")
print(f"carbon density of graphene: {RHO:.2f} atoms/nm^2")
print(f"attempt rate: {NU:.1e} 1/s")
print(f"hop barrier: {E_HOP:.2f} eV; attachment: {E_ATTACH:.2f} eV")
print(f"solid energy per atom: {E_SOLID:.2f} eV")
print("cluster energies, sizes 2-5 (eV):", *LADDER)
print("degeneracies, sizes 1-5:", *DEGENERACY.astype(int))
print("encounter numbers, forming 2-5:", *ENCOUNTER.astype(int))
print(f"adatom coverage: {THETA:.4f} per site")
print(f"equilibrium coverage: {theta_eq:.5f} per site")
print(f"zero-growth coverage from rates: {zero:.5f} per site")
print(f"supersaturation ratio: {S:.4f}")
print(f"K5: {K[4]:.1f}; attachment rate: {take0:.4e} 1/s")
print("equilibrium coverages, sizes 2-5:",
      *[f"{x:.2e}" for x in coverages[1:]])
print(f"B: {B:.4e} nm/s")
print(f"forward speed B theta^5: {B * THETA**5:.3f} nm/s")
print(f"backward speed B theta_eq^5: {B * theta_eq**5:.3f} nm/s")
print(f"net speed, law: {v_law:.3f} nm/s = {v_law * 0.06:.4f} um/min")
print(f"net speed, full chain: {v_chain:.3f} nm/s")
print(f"loss from incomplete equilibrium: {100 * deficit:.2f} %")
print(f"local order, formula: {local_order:.3f}")
print(f"local order, slow-attachment rates: {slow_order:.3f}")
print(f"forward order without emission: {forward_order:.4f}")
for s in (1.2, 2.0, 3.0):
    print(f"local order at theta/theta_eq = {s}: {5/(1-s**-5):.3f}")
print(f"fitted order, ratio 1.3 to 2.5: {fitted_order:.2f}")
print(f"forward activation energy: {E_ATTACH + LADDER[3]:.2f} eV")
print(f"test case, attachment 2.0 eV: {activation:.4f} eV")
print(f"order, trimer bottleneck: {trimer_order:.3f}")
print(f"order, 4+1 bottleneck: {late_order:.3f}")
print(f"its five-cluster saturation: {late_saturation:.1e}")
print(f"counted/ideal cluster coverage: {c5 / (K[4] * c1**5):.4f}")
print(f"order shift by exclusion: {4 * THETA / (1 - THETA):.3f}")
print(f"forward order against total carbon: {total_order:.3f}")
print(f"crowded test, counted order: {counted_order:.3f}")
print(f"crowded test, formula order: {crowded_order:.3f}")
print(f"adatom diffusion coefficient: {diffusion:.3e} nm^2/s")
print(f"coverage drop over 1000 nm: {100 * drop:.3f} %")
print(f"speed loss over 1000 nm: {100 * diffusion_loss:.3f} %")
print(f"irreversible order at 1e6 nm: {diffusive_order:.3f}")
print(f"irreversible order at 1e12 nm: {very_far_order:.3f}")
print(f"moire amplitude (assumed): {MOIRE_AMPLITUDE:.2f} eV")
print(f"advance in six additions: {30 / (RHO * A_METAL):.2f} nm")
print(f"moire speed / flat-edge speed: {moire_ratio:.3f}")
print(f"local order with moire: {moire_order:.3f}")
print(f"equilibrium coverage at 1100 K: {np.exp(E_SOLID/(KB*1100)):.5f}")
print(f"net speed at 1100 K: {law_speed(THETA, 1100.0):.3f} nm/s")
print(f"single-atom barrier, equal share: {single_equal:.3f} eV")
print(f"single-atom barrier, 1 % share: {single_percent:.3f} eV")
print("finished without a failed check")
```

Printed output:

```
temperature: 1000 K;  kT: 0.08617 eV
metal site spacing (rough): 0.271 nm
graphene lattice constant (rough): 0.246 nm
area per metal site: 0.0636 nm^2
carbon density of graphene: 38.16 atoms/nm^2
attempt rate: 1.0e+13 1/s
hop barrier: 0.70 eV; attachment: 1.30 eV
solid energy per atom: -0.38 eV
cluster energies, sizes 2-5 (eV): 0.3 0.1 -0.3 -0.5
degeneracies, sizes 1-5: 1 3 3 3 3
encounter numbers, forming 2-5: 3 6 6 6
adatom coverage: 0.0200 per site
equilibrium coverage: 0.01216 per site
zero-growth coverage from rates: 0.01216 per site
supersaturation ratio: 1.6449
K5: 993.1; attachment rate: 2.8073e+06 1/s
equilibrium coverages, sizes 2-5: 3.69e-05 7.52e-06 1.56e-05 3.18e-06
B: 1.3479e+09 nm/s
forward speed B theta^5: 4.313 nm/s
backward speed B theta_eq^5: 0.358 nm/s
net speed, law: 3.955 nm/s = 0.2373 um/min
net speed, full chain: 3.933 nm/s
loss from incomplete equilibrium: 0.56 %
local order, formula: 5.453
local order, slow-attachment rates: 5.453
forward order without emission: 5.0000
local order at theta/theta_eq = 1.2: 8.359
local order at theta/theta_eq = 2.0: 5.161
local order at theta/theta_eq = 3.0: 5.021
fitted order, ratio 1.3 to 2.5: 5.39
forward activation energy: 0.80 eV
test case, attachment 2.0 eV: 1.5000 eV
order, trimer bottleneck: 2.998
order, 4+1 bottleneck: 5.000
its five-cluster saturation: 5.0e-10
counted/ideal cluster coverage: 1.0836
order shift by exclusion: 0.082
forward order against total carbon: 4.910
crowded test, counted order: 3.462
crowded test, formula order: 3.460
adatom diffusion coefficient: 3.267e+08 nm^2/s
coverage drop over 1000 nm: 0.146 %
speed loss over 1000 nm: 0.792 %
irreversible order at 1e6 nm: 2.316
irreversible order at 1e12 nm: 1.048
moire amplitude (assumed): 0.10 eV
advance in six additions: 2.90 nm
moire speed / flat-edge speed: 0.877
local order with moire: 5.714
equilibrium coverage at 1100 K: 0.01815
net speed at 1100 K: 3.849 nm/s
single-atom barrier, equal share: 1.842 eV
single-atom barrier, 1 % share: 2.239 eV
finished without a failed check
```
